# The Inglis–Teller Limit for Donor Spectra among Ionized Impurities

A cold semiconductor containing shallow donors absorbs infrared light at a series of energies, as electrons are lifted from the donor ground state to excited states that crowd together below the conduction band. If the crystal also contains ionized impurities, each donor sits in the electric field of these ions. The field differs from donor to donor, and it acts most strongly on the large, weakly bound states. At some principal quantum number the broadened levels run together. How does this last resolvable number depend on the ion density \(N\)?

## The estimate

Treat the donor as a hydrogen atom with an effective mass \(m^*\) (in units of the free-electron mass) in a medium of relative permittivity \(\varepsilon\). The natural length and energy are

\[
a^*=\frac{\varepsilon}{m^*}a_0,\qquad E^*=\frac{m^*}{\varepsilon^2}E_h ,
\]

where \(a_0\) is the Bohr radius and \(E_h\) the Hartree energy. With lengths in \(a^*\), energies in \(E^*\) and fields in \(E^*/(ea^*)\), the donor Hamiltonian has the form of hydrogen in atomic units. In these units a density \(N\) becomes the pure number \(Na^{*3}\).

The ions lie about \(N^{-1/3}\) apart, so a typical field is \(F\sim N^{2/3}\). An orbit of quantum number \(n\) has size \(n^2\), so the field spreads its energy by about \(n^2F\). Neighbouring levels are about \(n^{-3}\) apart. They merge when

\[
n^2N^{2/3}\sim n^{-3}\quad\Longrightarrow\quad n^5\sim N^{-2/3}\quad\Longrightarrow\quad n\sim (Na^{*3})^{-2/15}.
\]

This fixes the exponent. The prefactor requires the true width of the Stark pattern and the true distribution of fields.

## The width of a Stark fan

Take the ions as static and their field as uniform over the orbit. With the field along \(z\),

\[
H=-\tfrac12\nabla^2-\frac1r+Fz .
\]

Use parabolic coordinates \(\xi=r+z\), \(\eta=r-z\), so that \(r=(\xi+\eta)/2\) and \(z=(\xi-\eta)/2\). The Laplacian is

\[
\nabla^2=\frac{4}{\xi+\eta}\left[\partial_\xi\xi\partial_\xi+\partial_\eta\eta\partial_\eta\right]+\frac{1}{\xi\eta}\partial_\varphi^2 .
\]

Put \(\psi=u(\xi)v(\eta)e^{\pm im\varphi}\) with \(m\ge0\), write \(E=-k^2/2\), and multiply the Schrödinger equation by \((\xi+\eta)/2\). It separates into

\[
-(\xi u')'+\left(\frac{k^2\xi}{4}+\frac{m^2}{4\xi}+\frac{F\xi^2}{4}\right)u=\beta_1u,
\]

and the same equation for \(v(\eta)\) with \(F\to-F\) and eigenvalue \(\beta_2\). The Coulomb term supplies the condition \(\beta_1+\beta_2=1\).

At \(F=0\) the solutions are \(u=x^{m/2}e^{-x/2}L_{n_1}^{m}(x)\) with \(x=k\xi\), and \(\beta_1=k[n_1+(m+1)/2]\). The first-order change of \(\beta_1\) is \((F/4k^2)\langle x^2\rangle\). In the normalized Laguerre functions, multiplication by \(x\) has diagonal element \(2j+m+1\) and links \(j\) to \(j+1\) with magnitude \(\sqrt{(j+1)(j+m+1)}\). Summing the squares of the elements that start from \(j\) gives

\[
\begin{aligned}
\langle x^2\rangle_j&=(2j+m+1)^2+(j+1)(j+m+1)+j(j+m)\\
&=6j^2+6(m+1)j+(m+1)(m+2).
\end{aligned}
\]

With \(n=n_1+n_2+m+1\), the difference needed is

\[
\langle x^2\rangle_{n_1}-\langle x^2\rangle_{n_2}=6(n_1-n_2)(n_1+n_2+m+1)=6n(n_1-n_2).
\]

The condition \(\beta_1+\beta_2=1\) becomes

\[
kn+\frac{3F}{2k^2}\,n(n_1-n_2)=1 .
\]

In the small second term \(k\) may be replaced by \(1/n\), so \(k\simeq 1/n-\tfrac32Fn^2(n_1-n_2)\). Inserting this in \(E=-k^2/2\) gives, to first order in \(F\),

\[
E=-\frac{1}{2n^2}+\frac32\,n(n_1-n_2)F .
\]

The largest value of \(|n_1-n_2|\) is \(n-1\), reached for \(m=0\). Each shell therefore opens into a fan of half-width \(\tfrac32n(n-1)F\).

## When two shells meet

The top of shell \(n\) meets the bottom of shell \(n+1\) when the two half-widths add up to the spacing:

\[
\frac32n(n-1)F+\frac32(n+1)nF=\frac{1}{2n^2}-\frac{1}{2(n+1)^2}.
\]

The left side is \(3n^2F\), and the right side is \((2n+1)/[2n^2(n+1)^2]\). The merging field is therefore

\[
F_n=\frac{2n+1}{6n^4(n+1)^2}\;\longrightarrow\;\frac{1}{3n^5}\qquad(n\gg1).
\]

I call shell \(n\) resolved for a given donor if the field there is below \(F_n\). This is a criterion on energies. It ignores how the optical strength is shared within a fan, so a real line may remain visible somewhat beyond it.

The formula is of first order in the field. Diagonalizing the full Hamiltonian in a large basis places the actual crossing at 0.971, 0.986 and 0.991 times \(F_n\) for \(n=6\), 8 and 10. The error grows at smaller \(n\): for \(n=4\), the shell that matters in the example below, the crossing lies at about 0.91 times \(F_n\).

## The field of random ions

Let singly charged ions of either sign be placed independently at density \(N\), without screening. Each contributes a field of magnitude \(1/r^2\) in a random direction. The average of \(e^{i\mathbf q\cdot\mathbf F}\) over many independent ions is

\[
\exp\left\{-N\int_0^\infty4\pi r^2\left[1-\frac{\sin(q/r^2)}{q/r^2}\right]dr\right\},
\]

where the angular average has been done. Since it is even in the charge, the signs do not matter. Substitute \(s=q/r^2\), so that \(r^2dr\to\tfrac12q^{3/2}s^{-5/2}ds\). The remaining integral follows from three integrations by parts, whose boundary terms vanish:

\[
\begin{aligned}
\int_0^\infty\frac{s-\sin s}{s^{7/2}}ds
&=\frac25\int_0^\infty\frac{1-\cos s}{s^{5/2}}ds
=\frac{4}{15}\int_0^\infty\frac{\sin s}{s^{3/2}}ds\\
&=\frac{8}{15}\int_0^\infty\frac{\cos s}{s^{1/2}}ds
=\frac{8}{15}\sqrt{\frac{\pi}{2}}=\frac{4}{15}\sqrt{2\pi}.
\end{aligned}
\]

The exponent is then \(-\tfrac{4}{15}(2\pi)^{3/2}Nq^{3/2}\), which equals \(-(F_0q)^{3/2}\) with

\[
F_0=2\pi\left(\frac{4}{15}\right)^{2/3}N^{2/3}=2.603\,N^{2/3}.
\]

Inverting the Fourier transform for an isotropic vector gives the Holtsmark distribution of \(\beta=F/F_0\):

\[
W(\beta)=\frac{2\beta}{\pi}\int_0^\infty x\sin(\beta x)\,e^{-x^{3/2}}dx .
\]

Integrating over \(\beta\) gives the fraction of donors in a field below \(\beta F_0\):

\[
P(\beta)=\frac2\pi\int_0^\infty\frac{\sin\beta x-\beta x\cos\beta x}{x}\,e^{-x^{3/2}}dx .
\]

Half the donors lie below \(\beta=2.148\). The median field is therefore \(\kappa N^{2/3}\) with \(\kappa=2.603\times2.148=5.591\). Direct sampling of random ions of both signs gave 5.61.

## The result and its exponent

Setting \(1/(3n^5)=\kappa(Na^{*3})^{2/3}\) gives, for the donor in the median field and at large \(n\),

\[
\boxed{\,n_{\max}\simeq(3\kappa)^{-1/5}(Na^{*3})^{-2/15}=0.569\,(Na^{*3})^{-2/15}\,}
\]

The power is very weak: a tenfold purer crystal gains a factor \(10^{2/15}=1.36\) in \(n\).

At moderate \(n\) the dependence is slightly steeper, because

\[
\frac{d\ln F_n}{d\ln n}=-4+\frac{2n}{2n+1}-\frac{2n}{n+1},
\]

which is \(-4.84\) at \(n=8\) and reaches \(-5\) only as \(n\to\infty\). The corresponding power of \(N\) at \(n=8\) is \(-(2/3)/4.84=-0.138\). The numerical crossings between \(n=6\) and 10, combined with the sampled fields, gave \(-0.140\), against the asymptotic \(-2/15=-0.133\).

The exponent does not depend on the exact hydrogen degeneracy. Suppose that a short-range potential separates a level from its partners by \(\delta\,n^{-3}\). In a weak field it then has no linear shift. Second-order perturbation theory gives a shift of order

\[
\frac{(n^2F)^2}{\delta\,n^{-3}}=\frac{n^7F^2}{\delta}.
\]

This holds while the coupling \(n^2F\) is small compared with the separation, that is, for \(n^5F\ll\delta\). In stronger fields the same scaling remains: measured in units of the spacing \(n^{-3}\), the coupling is \(n^5F\) and the separation is \(\delta\). The ratio of shift to spacing therefore depends on \(n\) and \(F\) only through \(n^5F\). Levels merge at a fixed value of this product, set by \(\delta\), so the prefactor may change but the exponent stays. An anisotropic mass is not covered by this argument, because it splits a shell by an amount of order \(n^{-2}\), which outgrows the spacing. The weak-field shift was tested for a p level with \(m=1\), lowered by an added potential \(-0.3/r^2\) that acts on p waves only. This potential is not short-range, but it also separates the level by an amount proportional to \(n^{-3}\) at large \(n\). Between \(n=6\) and 10 the quadratic shift of the level grew as the power 6.91 of the effective quantum number, close to the 7 expected at large \(n\). For other potentials the power at such moderate \(n\) can differ more from 7, and the merging itself was not tested in this case.

## Silicon with \(10^{13}\) ions per cm³

Take half-compensated n-type silicon at 10 K with \(10^{13}\) donors and \(5\times10^{12}\) acceptors per cm³. Each acceptor captures one electron from a donor, leaving one negative and one positive ion, so \(N=10^{13}\) cm\(^{-3}\).

Rough silicon values are \(\varepsilon=11.4\) and band masses 0.916 (longitudinal) and 0.19 (transverse). Averaging the inverse masses gives \(m^*=3/(2/0.19+1/0.916)=0.258\). This replaces the real donor by an isotropic one. In a real silicon valley the unequal masses make the shells overlap even without a field: the deepest level of shell 4 is bound by 3.3 meV, the shallowest of shell 3 by only 2.6 meV. The shell numbers below therefore illustrate the formula and do not predict the last line seen in silicon. Hence \(a^*=2.336\) nm, \(E^*=54.07\) meV, and the field unit is \(2.314\times10^5\) V/cm. Then

\[
Na^{*3}=10^{-8}\,\text{nm}^{-3}\times(2.336\ \text{nm})^3=1.275\times10^{-7},
\]
\[
F=5.591\,(1.275\times10^{-7})^{2/3}=1.416\times10^{-4},
\]

or 32.8 V/cm. The asymptotic formula gives

\[
n_{\max}=0.569\times(1.275\times10^{-7})^{-2/15}=4.72 .
\]

The opening estimate, with its prefactor of one, would have given 8.3. Solving \(F_n=F\) without the large-\(n\) approximation gives 4.45, so in the isotropic model \(n=4\) is the highest shell resolved for the median donor. The merging fields bracket the median: 54 V/cm for \(n=4\) and 19 V/cm for \(n=5\). The cutoff is not sharp across the sample. Shell 3 is resolved for 98% of the donors, shell 4 for 79%, shell 5 for 18% and shell 6 for 2%.

For other densities, with the same material constants and random ions:

| \(N\) (cm\(^{-3}\)) | median field (V/cm) | asymptotic \(n\) | finite-\(n\) root | \(n_{\rm saddle}\) |
|---|---|---|---|---|
| \(10^{11}\) | 1.5 | 8.7 | 8.4 | 9.9 |
| \(10^{12}\) | 7.1 | 6.4 | 6.1 | 6.7 |
| \(10^{13}\) | 33 | 4.7 | 4.5 | 4.6 |
| \(10^{14}\) | 152 | 3.5 | 3.2 | 3.1 |
| \(10^{15}\) | 706 | 2.6 | 2.3 | 2.1 |

## Where the argument weakens

**Escape over the barrier.** On the downhill side, at distance \(d\), the potential energy is \(-1/d-Fd\). Its maximum lies at \(d=F^{-1/2}\) and has the value \(-2\sqrt F\). An unshifted level reaches this saddle when \(1/(2n^2)=2\sqrt F\), which gives \(n_{\rm saddle}=\tfrac12F^{-1/4}\propto N^{-1/6}\), the last column of the table.

At the merging field the unshifted energy of shell \(n\) is still below the saddle if \(F_n<1/(16n^4)\), that is, if \(6n^2-20n-10>0\), or \(n>3.8\). The upper edge of the shell lies higher in energy, but this does not make it escape first. In a pure Coulomb potential with a uniform field its charge sits on the uphill side, away from the saddle, and it stays sharp even above the saddle energy; the states that leak are those on the downhill side. In the example the saddle lies 1.29 meV below the band edge. Shell 4, bound by \(54.07/32=1.69\) meV, is below it. The unshifted shell 5, bound by 1.08 meV, is above it. The partner with which shell 4 would merge is the lowest Stark state of shell 5. In the median field it is pushed down to a binding of about 1.33 meV, still just below the saddle. At the merging field of 54 V/cm, however, the saddle lies 1.66 meV below the band edge and this state only about 1.5 meV. In a uniform field it is thus open to escape before the two shells meet, and the merging criterion is only a guide at such small \(n\). The saddle energy by itself does not give a lifetime: at 54 V/cm this state is broadened by only about 0.04 meV, small compared with the 0.61 meV between shells 4 and 5. Moreover, in the median field the saddle lies about 196 nm from the donor, not much less than the median distance of 255 nm to the nearest ion. The real field is not uniform that far out, and neighbouring ions can easily change the depth of the saddle by a tenth. Comparisons as close as those above therefore do not settle the matter for an individual donor.

**Non-uniform fields.** The outermost Stark state of shell \(n\) has its charge displaced by \(\tfrac32n(n-1)a^*\), which is 42 nm for \(n=4\). The median distance to the nearest ion is 255 nm, so the ratio is 0.17. Adding the field gradient of the random ions to the uniform field lowers the resolved fractions of shells 4 and 5 from 79% and 18% to about 77% and 14%. At the merging limit this ratio scales as \(n^2N^{1/3}\propto N^{1/15}\), so purification improves the uniform-field approximation very slowly.

**Correlated ions.** The electrons on the acceptors come preferentially from nearby donors, and such pairs partly cancel each other's fields. In a model of the low-temperature limit, the ionized donors were chosen to maximize the summed attraction of donor–acceptor pairs; repulsion between like ions was ignored. At the remaining neutral donors the median field fell to 0.39 of the random value in a cluster of 40 acceptors, which raises the root from 4.45 to about 5.4. Clusters of 100 to 250 acceptors give about 0.35 and a root near 5.5; including the repulsion changes this little. If the charges are in thermal equilibrium at 10 K, this limit is not reached, though some correlation remains: the attraction of a pair 255 nm apart is \(54.07\times2.336/255=0.50\) meV, while \(k_BT=0.86\) meV. In equilibrium at 10 K the median field is then roughly three quarters of the random value and the root about 4.7. In the dark, however, electrons cannot move between donors this far apart at 10 K, so the actual arrangement depends on how the sample was cooled and illuminated.

The exponent \(-2/15\) holds for random ions. It also holds in the fully correlated limit at a fixed compensation ratio, because the whole arrangement then scales with \(N^{-1/3}\). Between these limits, at fixed temperature, the prefactor drifts with \(N\).

**Anisotropic mass.** A single silicon valley with the 32.8 V/cm field along its axis was diagonalized without the isotropic approximation. The five lowest odd-parity levels with \(m=1\), one of the two kinds reached optically from the ground state (the odd levels with \(m=0\) are the other), are bound by 6.39, 3.11, 2.18, 1.89 and 1.45 meV. In this uniform field the first two shift by less than 0.001 meV, and the next two by about 0.01 meV. For the first two, the field gradient of a nearby ion, left out here, can cause a larger shift than the uniform field. In the isotropic model the outermost \(m=1\) components of shell 4 shift by \(12FE^*=0.09\) meV. For this field direction, then, the isotropic fan of shell 4 overstates the shifts of the third and fourth levels.

The first four levels keep at least 93% of their character in one field-shifted state, while the fifth keeps 39%. Such mixing needs only one close neighbour, so it is no test of the merging limit. Other field directions were not calculated.

## Relation to real samples

The density \(10^{13}\) cm\(^{-3}\) describes very pure silicon. At lower compensation each acceptor has more donors nearby from which to take its electron. With \(N_A/N_D=0.1\) and the same \(N\), the correlated model lowers the median field to roughly a quarter of the random value and moves the root to about 5.9. Of the corrections expressed here as a change of the root, ion correlation in its low-temperature limit is the largest; the effect of the anisotropic mass on \(n\) was not determined.

Screening by free electrons is negligible in the example: with a rough ground-state binding of 45 meV, the equilibrium density of free electrons at 10 K is about \(2\times10^{-6}\) cm\(^{-3}\). Warming or strong illumination would change that. Strain, phonon lifetimes, neutral donors and the spectrometer add widths that are not included. They matter once they approach the spacing at the limit, which is 0.61 meV between shells 4 and 5. The result is thus an estimate of the limit set by ionic fields for a donor with an isotropic mass, and another source of width may end the series earlier. The numerical output gives the remaining digits.

## Computed values

```
Holtsmark F0/N^(2/3): 2.6031; median beta: 2.1478
kappa: 5.591; Monte Carlo kappa: 5.611
prefactor (3 kappa)^(-1/5): 0.5690
n=6: crossing field 3.314e-05 au*, over first-order 0.9714
n=8: crossing field 8.416e-06 au*, over first-order 0.9855
n=10: crossing field 2.867e-06 au*, over first-order 0.9913
Monte Carlo power of N in field: 0.6687
power of n in crossing field, n=6 to 10: -4.791
numerical power of N in n_max: -0.1396
asymptotic power -2/15: -0.1333
power of nu in quadratic shift: 6.914
inputs: eps 11.4, m_long 0.916, m_trans 0.19 m_e
N_D 1.0e+13, N_A 5.0e+12, N 1.0e+13 cm^-3
isotropic mass: 0.2582 m_e; a*: 2.336 nm
E*: 54.07 meV; field unit: 2.3143e+05 V/cm
N a*^3: 1.275e-07
median field: 32.78 V/cm = 1.416e-04 au*
n_max asymptotic: 4.72
n_max finite-n root: 4.45; highest resolved: 4
zero-field gap from n=4 to n=5: 0.608 meV
n=2: merging field 1339.27 V/cm, resolved donor fraction 0.999
n=3: merging field 208.33 V/cm, resolved donor fraction 0.979
n=4: merging field 54.24 V/cm, resolved donor fraction 0.787
n=5: merging field 18.86 V/cm, resolved donor fraction 0.180
n=6: merging field 7.90 V/cm, resolved donor fraction 0.018
n=7: merging field 3.77 V/cm, resolved donor fraction 0.002
N (cm^-3), field (V/cm), n asymptotic, n finite, n saddle:
1e+11  1.52  8.73  8.44  9.87
1e+12  7.06  6.42  6.14  6.73
1e+13  32.78  4.72  4.45  4.58
1e+14  152.15  3.48  3.21  3.12
1e+15  706.21  2.56  2.30  2.13
N_A/N_D=0.5: correlated/random field 0.39, n root at same N 5.43
N_A/N_D=0.1: correlated/random field 0.27, n root at same N 5.85
silicon odd m=1 levels: binding, shift (meV), overlap squared
level 1: 6.387  -0.0001  1.000
level 2: 3.114  -0.0005  0.997
level 3: 2.183  +0.0085  0.937
level 4: 1.891  -0.0096  0.941
level 5: 1.447  +0.0083  0.386
basis change: binding 3.1e-04 meV (5 levels)
basis change: shift 4.1e-06 meV (first 3 levels)
level 1 shift ratio on doubling field: 4.000
saddle: 1.287 meV below band edge, n 4.58
median nearest-ion distance: 254.8 nm
Stark displacement at n=4: 42.1 nm, ratio 0.165
ground binding input: 45 meV
free electrons at 10 K: 1.7e-06 cm^-3
```
